The Hyperbolic-Sine Field Dependence of Thermally Activated Ionic Drift

Consider a mobile ionic defect of charge q that jumps along a line of equivalent sites a distance a apart, with a uniform field E along the line. Let Γ+ be the rate of jumps along +x and Γ− the rate along −x. If successive jumps are independent, the drift velocity is

v = a(Γ+ − Γ−).

Two arguments fix much of its form before any barrier is described. First, if the line looks the same from left and right at zero field, reflecting it is equivalent to reversing E, so that

Γ+(E) = Γ−(−E).

The velocity is therefore odd in E, while the product Γ+Γ− is even. Second, the field does work qEa on the defect in each forward jump. The only dimensionless ratio of this work to the thermal energy is qEa/kT, and thermal equilibrium between neighbouring sites requires

Γ+/Γ− = exp(qEa/kT).

Define u = qEa/(2kT). Then Γ+ = √(Γ+Γ−) exp(u) and Γ− = √(Γ+Γ−) exp(−u), which gives

v = 2a √(Γ+Γ−) sinh(u).

The hyperbolic sine comes from the ratio of the two rates. What remains is to find the even factor √(Γ+Γ−) and the range of fields in which it may be treated as constant.

The field E here is the mean field, the voltage across the film itself divided by its thickness, as long as space charge is negligible. In a stack of several layers this is only part of the applied voltage. If a charge q crosses a film of thickness L under voltage V, the source does work qV. The crossing takes L/a equivalent steps, so each step receives qVa/L = qEa. Multiplying E by a local-field factor would give the wrong total work.

For a definite model, take the energy of the defect at position x as

U(x) = −(W/2) cos(2πx/a) − qEx.

At zero field the wells lie at x = 0, ±a, ±2a and so on, the saddles lie midway between them, and the barrier is W. Assume that W is much larger than kT, that the defect reaches thermal equilibrium in its well before each jump, that a defect which crosses a saddle settles in the next well, and that defects are dilute enough for neighbouring sites to be free.

In equilibrium the velocities s of a particle of mass m have a Maxwell distribution. The mean flow speed towards one side, counting only positive s, is

∫₀^∞ s exp(−ms²/2kT) ds / ∫₋∞^∞ exp(−ms²/2kT) ds = (kT/m)/√(2πkT/m) = √(kT/2πm).

The probability density at a saddle of energy Us, for a defect known to be in the well, is exp(−Us/kT)/Z, where Z is the integral of exp(−U/kT) over the well. The escape rate through that saddle is the product

Γ = √(kT/2πm) exp(−Us/kT)/Z.

At zero field, expand the energy about the bottom of the well:

U ≈ −W/2 + Kx²/2,  K = 2π²W/a².

Since W is much larger than kT, the Gaussian integral may be extended to infinity, and Z = exp(W/2kT) √(2πkT/K). The saddle energy is +W/2. The rate in each single direction becomes

Γ0 = (1/2π) √(K/m) exp(−W/kT) = ν exp(−W/kT),  ν = √(W/2m)/a.

With the field on, the right and left saddles of one well are separated by the distance a. The cosine has the same value at both, so their energies differ by −qEa. Both exits share the same Z and the same flow speed, and the ratio of the rates is

Γ+/Γ− = exp(qEa/kT),

as the equilibrium argument required.

The individual barriers follow from the stationary points of U. Setting U′ = 0 gives

sin(2πx/a) = g,  g = qEa/(πW).

For 0 < g < 1 the minimum is at x = (a/2π) asin g, and the right saddle is at x = a/2 − (a/2π) asin g. The cosine equals +√(1−g²) at the first point and −√(1−g²) at the second. Their separation is a/2 − (a/π) asin g, so the forward barrier is

W+ = W√(1−g²) − qE[a/2 − (a/π) asin g].

Because qEa/π = Wg, this can be written as

W+ = W[√(1−g²) + g asin g] − qEa/2.

The left saddle lies a/2 + (a/π) asin g to the left of the minimum. Reaching it means climbing against the field, so

W− = W[√(1−g²) + g asin g] + qEa/2.

The linear terms lower one barrier and raise the other by half the work per jump. The half appears because the saddle is midway between the sites. The bracket is common to both barriers and even in the field. With √(1−g²) ≈ 1 − g²/2 and g asin g ≈ g², it equals 1 + g²/2 to leading order, so the part common to both barriers rises by

δ ≈ Wg²/2 = (qEa)²/(2π²W).

The curvature at the minimum also changes, from K to K√(1−g²). Since Z varies as the inverse square root of that curvature, the rate acquires a factor (1−g²)^(1/4). Together,

√(Γ+Γ−) = Γ0 (1−g²)^(1/4) exp(−δ/kT).

When δ is small beside kT and g² is small beside 1, this factor is close to 1. Then Γ± = Γ0 exp(±u), and

v = 2aΓ0 sinh(qEa/2kT).

This is the usual law of activated ionic drift. Its prefactor is constant to first order in the field, with corrections that begin at E².

The master equation confirms the expression for v and gives the spreading as well. Let pₙ be the probability of finding the defect on site n:

dpₙ/dt = Γ+ pₙ₋₁ + Γ− pₙ₊₁ − (Γ+ + Γ−) pₙ.

Multiply by n, sum over all sites, and shift the index in the first two sums. A forward jump changes n by +1 and a backward jump by −1, so

d⟨n⟩/dt = Γ+ − Γ−.

Multiplying by n² instead gives

d⟨n²⟩/dt = Γ+(2⟨n⟩ + 1) + Γ−(1 − 2⟨n⟩).

Subtracting d⟨n⟩²/dt = 2⟨n⟩(Γ+ − Γ−) leaves a variance that grows at the rate Γ+ + Γ−. In terms of distance the variance is 2D(E)t, with

D(E) = a²(Γ+ + Γ−)/2 = a²Γ0 cosh(u).

For small u, sinh(u) ≈ u + u³/6, and the velocity is proportional to the field:

v ≈ μE,  μ = qa²Γ0/kT = qD(0)/kT.

This is the Einstein relation. Within the sinh law, the first relative correction to linear behaviour is u²/6. For large u the backward jumps are suppressed by exp(−2u) relative to the forward ones, and

v ≈ aΓ0 exp(u) = aν exp[−(W − qEa/2)/kT].

The velocity then grows tenfold for each field increment

ΔE₁₀ = 2kT ln 10/(qa),

and its activation energy at fixed field is W − qEa/2.

For a numerical example, take W = 0.70 eV, a = 0.28 nm and q = +2e in a film 5 nm thick at 300 K. These are rough values in the range of doubly charged oxygen vacancies in hafnia gate films. When a vacancy moves along the field, an oxygen ion jumps the other way, so the mass in ν is that of oxygen, 16 u. The attempt frequency is then 5.19 × 10¹² Hz. With kT = 0.02585 eV, W/kT = 27.08 and

Γ0 = 5.19 × 10¹² × exp(−27.08) ≈ 9.0 s⁻¹.

The low-field mobility is 5.5 × 10⁻¹³ cm²/Vs. At 3 MV/cm, which is 0.3 V/nm, the work per jump is 2 × 0.3 × 0.28 = 0.168 eV, and

u = 0.168/(2 × 0.02585) = 3.25.

The drift velocity is

v = 2 × 0.28 × 9.03 × sinh(3.25) ≈ 65 nm/s.

The forward rate is about 233 s⁻¹ and the backward rate about 0.35 s⁻¹. The linear law would give a velocity 3.96 times smaller. At 1 MV/cm the sinh law exceeds the linear one by 21 percent, and at 4 MV/cm by a factor of 8.8. The crossover u = 1 lies at 0.92 MV/cm, so fields of a few MV/cm lie outside the linear range.

At 3 MV/cm the defect crosses the film in 5/65 ≈ 0.077 s. The spread after this time follows from D(E) and t = L/v:

2D(E)t = 2a²Γ0 cosh(u) L/[2aΓ0 sinh(u)] = aL coth(u).

Its square root is 1.2 nm, about a quarter of the film thickness. Defects that start together therefore do not arrive as a sharp front. This estimate takes no account of the electrodes.

The neglected even factor can be seen in these numbers. At 3 MV/cm, δ is 2.0 meV and lowers both rates by the factor 0.924. Rates computed directly from the tilted potential give a velocity of 59 nm/s instead of 65 nm/s. Part of this difference, amounting to a little under 1 percent of the speed, comes from the well not being perfectly harmonic, which affects the low-field rate too. That part nearly cancels in the growth of v/E above its low-field value, which is 3.65 from the potential and 3.96 from the sinh law. The even factor accounts for the difference: with g = 0.168/(π × 0.70) = 0.076,

3.96 × 0.924 × (1 − 0.076²)^(1/4) ≈ 3.65.

The same effect bends the exponential part of the curve. Differentiating u − δ/kT with respect to E gives

(qa/2kT)[1 − 2qEa/(π²W)].

At 3.5 MV/cm, qEa = 0.196 eV and the second term in the bracket is 0.057. The sinh law predicts one decade per 2.13 MV/cm at high field, whereas the potential gives one per 2.25 MV/cm between 3 and 4 MV/cm. A jump length deduced from that slope with the simple law would be about 6 percent too short. These sizes belong to the cosine barrier; other shapes of the same height give a different δ. In a real oxide, a change in the polarisability of the lattice between well and saddle adds a further term in E². Its scale, ½(κ − 1)ε₀E² times the volume of a formula unit, is between 1 and 2 meV at 3 MV/cm for a relative permittivity κ near 20, comparable with δ.

The sinh law does not depend on the ion moving freely over the saddle, although the value of Γ0 does. Suppose instead that friction dominates, with a drag force ζ times the velocity. The steady probability flow J over a barrier obeys

J exp(U/kT) = −(kT/ζ) d[p exp(U/kT)]/dx.

Integrate from the minimum, of energy Um, to a point beyond the saddle where p is negligible. On the left, the integral of exp(U/kT) is dominated by the saddle, of curvature magnitude Ks, and equals exp(Us/kT)√(2πkT/Ks). On the right stands (kT/ζ) p(xm) exp(Um/kT). The population of the well is p(xm)√(2πkT/Km), where Km is the curvature at the minimum. Dividing J by this population gives

Γ = [√(Km Ks)/(2πζ)] exp[−(Us − Um)/kT].

Both exits have the same prefactor, so the ratio of rates and the sinh are unchanged. Both curvatures now carry the factor √(1−g²), so the prefactor varies as √(1−g²). The predicted growth of v/E is 3.96 × 0.924 × √(1 − 0.076²) ≈ 3.65. A calculation of continuous Brownian motion in the same tilted potential, in which no discrete jumps are assumed, also gives 3.65.

The position of the saddle matters more. If it lies a distance αa from the well in the forward direction, the field lowers the forward barrier by αqEa and raises the backward one by (1−α)qEa, to first order. Then Γ+ = Γ0 exp(2αu) and Γ− = Γ0 exp[−2(1−α)u]. Taking out the common factor exp[(2α−1)u] leaves

v = 2aΓ0 exp[(2α−1)u] sinh(u).

The ratio of rates is intact, but the reflection symmetry is lost and reversing the field changes the speed. To this order, for α = 0.45 and u = 3.25 the extra factor is exp(−0.325) = 0.72, and for the opposite field it is 1/0.72 ≈ 1.4. At so high a field the neglected terms, which depend on the shape of the barrier, can change these factors by amounts from a few percent to nearly 20 percent.

If the saddle lies on the straight line between two sites, a jump oblique to the field is driven, to first order, only by the field component along the jump. On a cubic net with the field along a face diagonal, two jump axes lie at 45° to it. Each contributes a velocity 2aΓ0 sinh(u/√2) along its own axis, of which a fraction 1/√2 is along the field. Their sum is

v = 2√2 aΓ0 sinh(u/√2).

At small u this equals the result for a field along a jump axis. At u = 3.25 it is smaller by the factor 0.54, so the drift becomes anisotropic at high field even though the low-field mobility is isotropic.

Disorder in the barriers can be treated for a line of equally deep wells. Let kₙ be the zero-field rate across the bond between sites n and n+1, closed into a ring of N sites. In the steady state the flow J is the same across every bond:

J = kₙ[exp(u) pₙ − exp(−u) pₙ₊₁].

Divide by kₙ and sum over the ring. Since the probabilities add to 1, the right side becomes 2 sinh(u), so J Σ(1/kₙ) = 2 sinh(u). The velocity is aNJ, hence

v = 2a sinh(u)/⟨1/k⟩.

The sinh survives, with Γ0 replaced by the harmonic mean of the rates. For a Gaussian spread σ of barriers about W and an attempt frequency common to all bonds, the average of exp(barrier/kT) yields a slowdown exp[σ²/2(kT)²]. With σ = 0.05 eV this is a factor of 6.5 for a long line. A film 5 nm thick has only about 18 jumps across it, so there the slowdown would vary widely from one line to another. The result applies to a line, where no high barrier can be bypassed, and should not be carried over unchanged to a three-dimensional film.

In a real hafnia film the sites need not be equivalent: the monoclinic crystal has two kinds of oxygen site, and an amorphous film has many. Unequal well depths are outside the model, and their effect is not sized here. Other uncertainties can be sized at 3 MV/cm and 300 K. With ν held fixed, a barrier lower by 0.1 eV raises the speed 48 times, so the absolute speed is far less certain than its field dependence. If the vacancy captures one electron, its charge falls to +1e; with W held fixed, the speed drops to 0.19 of its former value. That factor equals a barrier change of only 0.043 eV. In real oxides the barrier itself depends strongly on the charge state, so the change of W, not of q, is likely to decide the speed. Space charge also matters. A uniform density N of vacancies makes the field differ between the film faces by qNL/(κε₀), from Gauss's law. For an assumed N = 10¹⁹ cm⁻³ and relative permittivity κ = 20 this is 0.9 MV/cm, and with the mean field held at 3 MV/cm the sinh law gives local drift speeds at the two faces that differ by a factor of 2.7. The sinh law then takes the local field, not the voltage divided by the thickness, provided that field hardly changes over one jump. These figures describe a smooth average charge. At the assumed density the typical spacing N^(−1/3) is 4.6 nm, close to the film thickness, so the field at a given vacancy can differ noticeably from the average. Near a metal electrode the vacancy is also attracted by its own image charge, which this estimate leaves out. At a distance x the image field is about q/(16πκε₀x²), or 0.36 MV/cm at 1 nm and several MV/cm one jump from the metal. Within about 1 nm of an electrode it therefore outweighs the space-charge shift, and the factor 2.7 does not describe vacancies there.

Temperature has a strong effect. At 358 K, with W, a and the field unchanged, the speed is about 3.1 μm/s, 47 times that at 300 K. This agrees with the high-field activation energy 0.70 − 0.084 = 0.616 eV, for which exp[(0.616 eV/k)(1/300 K − 1/358 K)] ≈ 47. At low field the apparent activation energy is about W − kT ≈ 0.67 eV, because the mobility carries a factor 1/T; the field has lowered it further, to about 0.62 eV.

The barrier of this model would vanish at g = 1, or 39 MV/cm. A rough breakdown field for such a film is 5 MV/cm, so in this example the dielectric fails long before the barrier disappears. The 3 MV/cm used here is already 60 percent of that rough limit. The numerical output lists the values for the other fields.

Calculated quantities

```
Barrier W = 0.70 eV, jump a = 0.28 nm, charge = +2 e
Ion mass = 16 u, film thickness = 5.0 nm
T = 300 K, kT = 0.02585 eV, W/kT = 27.08
Attempt frequency nu = 5.189e+12 Hz
Zero-field rate per direction G0 = 9.027 1/s
Zero-field diffusivity = 7.078e-15 cm2/s
Low-field mobility = 5.475e-13 cm2/Vs
Field where u = 1: 0.923 MV/cm
Field per decade, high-field law: 2.126 MV/cm
Field per decade, potential, 3 to 4 MV/cm: 2.254 MV/cm
Sinh law: E (MV/cm), u, v (nm/s), v/v_linear, transit time (s)
  0.1  0.1083  0.5486  1.0020  9.114
  1.0  1.0831  6.61  1.2073  0.7564
  2.0  2.1662  21.76  1.9874  0.2297
  3.0  3.2493  65.04  3.9598  0.07687
  4.0  4.3324  192.4  8.7839  0.02599
All lines below: E = 3.0 MV/cm, T = 300 K unless said
Energy drop per jump qEa = 0.1680 eV
Forward rate, sinh law = 232.65 1/s
Backward rate, sinh law = 0.3503 1/s
Forward rate from potential = 212.57 1/s
Backward rate from potential = 0.3201 1/s
Drift speed from potential = 59.43 nm/s
Gain of v/E, sinh law = 3.960
Gain of v/E, rates from potential = 3.653
Gain of v/E, Brownian motion = 3.647
Spread during transit = 1.185 nm
Neglected effects:
Second-order barrier rise = 2.044 meV
  speed factor from it = 0.9240
Field that removes the barrier = 39.3 MV/cm
Rough breakdown field (input) = 5.0 MV/cm
  field / breakdown field = 0.60
Quantum speed factor = 1.0591
Barrier spread (input) = 0.05 eV
  slowdown on a line of random barriers = 6.49
Speed factor for W lower by 0.1 eV = 47.9
Speed factor for charge +1 e, same W = 0.1896
Vacancy density = 1e+19 cm^-3, kappa = 20 (inputs)
  field difference across film = 0.905 MV/cm
  speed ratio between film faces = 2.67
Speed factor, cubic net, field on face diagonal = 0.5413
Speed factor, saddle at 0.45 a = 0.7226
Speed at 358 K = 3080 nm/s
  ratio to 300 K = 47.35
```
